# Thin-Lens Model of a Harmonic Channel and Its Stability Threshold

## Problem

A fast ion of mass $M$ travels along an open channel of a crystal, in the direction $z$. Its longitudinal speed is $v$ and its longitudinal kinetic energy is $E=\tfrac12Mv^2$. Near the centre of the channel the transverse potential energy is

$$U(x)=\tfrac12Kx^2,\qquad K>0,$$

where $x$ is the displacement from the axis. Motion in one transverse direction is considered. The angle $\theta=dx/dz$ is small, $E$ is constant, and the ion is classical.

The atoms around the channel act on the ion periodically. To model this in an extreme case, replace the continuous force by lenses of zero length, a distance $d$ apart. Each lens gives the impulse that the continuous force would give over the length $d$ at fixed $x$. Between lenses the ion moves freely.

(a) Find the change of angle at one lens.

(b) Find the matrix that carries $(x,\theta)$ from just after one lens to just after the next, and its trace.

(c) Show that all trajectories stay bounded if and only if $E>Kd^2/8$. What happens at equality?

(d) Above the threshold, find the phase advance per lens. An ion starts midway between two lenses, parallel to the axis, at displacement $x_0$. What bounds its later displacement at the lenses?

(e) Take 10 keV boron in a silicon $\langle110\rangle$ channel, with round model values $K=1000$ eV/nm² and $d=0.19$ nm. Does the periodic lensing expel the ion?

## Hints

1. The ion takes a time $d/v$ to cover one spacing. An impulse $\Delta p$ changes the angle by $\Delta p/(Mv)$.
2. Write the drift and the lens as separate matrices. The one that acts first stands on the right.
3. The determinant is the product of the eigenvalues and the trace is their sum. Ask when every power of the matrix stays bounded.
4. When the two eigenvalues coincide, the matrix may not be diagonalizable, and its powers must be examined directly.
5. For (d), eliminate the angles to obtain a recurrence for the displacements at the lenses.

## Solution

### (a) Strength of one lens

The force is $-Kx$. Acting for a time $d/v$ at fixed $x$, it gives the impulse $\Delta p=-Kxd/v$. The change of angle is therefore

$$\Delta\theta=\frac{\Delta p}{Mv}=-\frac{Kd}{Mv^2}\,x=-\frac{Kd}{2E}\,x,$$

since $Mv^2=2E$. This is a focusing lens, $\Delta\theta=-x/f$, with focal length

$$f=\frac{2E}{Kd}.$$

A faster ion spends less time near each lens and is also harder to turn, so $f$ grows in proportion to $E$.

### (b) Transfer matrix

The drift changes $x$ to $x+d\theta$ and leaves $\theta$ alone. The lens leaves $x$ alone and changes $\theta$ to $\theta-x/f$. With the drift first,

$$
\mathsf M=\begin{pmatrix}1&0\\-1/f&1\end{pmatrix}
\begin{pmatrix}1&d\\0&1\end{pmatrix}
=\begin{pmatrix}1&d\\-1/f&1-d/f\end{pmatrix}.
$$

Its determinant is $(1-d/f)+d/f=1$. Its trace is

$$\operatorname{tr}\mathsf M=2-s,\qquad s=\frac df=\frac{Kd^2}{2E}.$$

Integrating Newton's equation through a narrow Gaussian lens, of rms width $0.001\,d$, tests this result. At $E=1.1\,Kd^2/8$ the integration gives a trace of $-1.629$, and the point-lens formula gives $-1.636$.

### (c) Stability

Put $\tau=\operatorname{tr}\mathsf M$. Because the determinant is 1, the eigenvalues satisfy

$$\lambda^2-\tau\lambda+1=0,\qquad
\lambda_\pm=\frac{\tau\pm\sqrt{\tau^2-4}}2 .$$

If $|\tau|<2$, the square root is imaginary. The eigenvalues are then distinct complex conjugates whose product is 1, so they are $e^{\pm i\mu}$ with $2\cos\mu=\tau$. A matrix with distinct eigenvalues can be diagonalized, $\mathsf M=\mathsf P\mathsf D\mathsf P^{-1}$. Hence $\mathsf M^n=\mathsf P\mathsf D^n\mathsf P^{-1}$, and the entries of $\mathsf D^n$ have magnitude 1. Every trajectory is bounded.

If $|\tau|>2$, the eigenvalues are real and distinct with product 1. One of them has magnitude greater than 1, and any trajectory with a component along its eigenvector grows without bound.

The stable range is thus

$$-2<2-s<2\quad\Longleftrightarrow\quad0<s<4.$$

The left inequality holds because $K>0$ and $E$ is finite. The right one gives

$$\frac{Kd^2}{2E}<4\quad\Longleftrightarrow\quad E>E_c,\qquad E_c=\frac{Kd^2}{8}.$$

The case $E=E_c$ remains. There $s=4$ and $1/f=4/d$, so that

$$
\mathsf M=\begin{pmatrix}1&d\\-4/d&-3\end{pmatrix},\qquad
\mathsf N=\mathsf M+\mathsf I=\begin{pmatrix}2&d\\-4/d&-2\end{pmatrix}.
$$

Multiplication gives $\mathsf N^2=0$: the diagonal entries are $4-4$ and $-4+4$, and the others are $2d-2d$ and $-8/d+8/d$. In the binomial expansion of $\mathsf M^n=(-1)^n(\mathsf I-\mathsf N)^n$ only two terms survive:

$$\mathsf M^n=(-1)^n(\mathsf I-n\mathsf N).$$

The displacement grows linearly with $n$ unless $\mathsf N$ annihilates the initial state, which requires $\theta=-2x/d$ just after a lens. Such an ion crosses the axis midway and reaches the next lens at $x+d\theta=-x$. This special family is bounded, but a general trajectory is not, so the inequality is strict.

For an ion that arrives parallel to the axis at $x_0$, the state just after the first lens is $(x_0,-4x_0/d)$. The upper component of $\mathsf N$ acting on it is $2x_0-4x_0=-2x_0$. After $n$ further cells,

$$x_n=(-1)^n(2n+1)x_0.$$

Tracking the ion lens by lens gives $|x_{200}|/x_0=401$, in agreement.

The instability is one of overfocusing. At threshold $f=d/4$, so an ion arriving parallel to the axis crosses it after a quarter of the spacing and reaches the next lens at $-3x_0$. A uniform harmonic channel has no such threshold: its equation of motion, $x''=-(K/2E)x$, has bounded sine and cosine solutions for every $E>0$. Accordingly, $E_c\to0$ when $d\to0$ at fixed $K$.

### (d) Phase advance and largest displacement

From $2\cos\mu=2-s$ and $1-\cos\mu=2\sin^2(\mu/2)$,

$$\sin^2\frac\mu2=\frac s4=\frac{E_c}E,\qquad
\sin\frac\mu2=\sqrt{\frac{E_c}E}.$$

Let $x_n$ be the displacement at lens $n$ and $\theta_n$ the angle just after it. The two drifts on either side of the lens give $x_{n+1}-x_n=d\theta_n$ and $x_n-x_{n-1}=d\theta_{n-1}$. Subtracting, and using $\theta_n-\theta_{n-1}=-x_n/f$, we find

$$x_{n+1}-2x_n+x_{n-1}=-s\,x_n,$$

or $x_{n+1}+x_{n-1}=2\cos\mu\;x_n$. Its general solution is $x_n=A\cos(n\mu+\varphi)$.

The ion starts parallel to the axis, midway between lenses. Extended backwards, the same straight path meets the preceding lens at the same displacement, so $x_{-1}=x_0$. This gives $\cos(\varphi-\mu)=\cos\varphi$, which is satisfied by $\varphi=\mu/2$. Setting $n=0$ then gives $x_0=A\cos(\mu/2)$, and therefore

$$|x_n|\le A=\frac{x_0}{\cos(\mu/2)}=\frac{x_0}{\sqrt{1-E_c/E}}.$$

If $\mu/\pi$ is irrational, the phases come arbitrarily close to a multiple of $\pi$, and $A$ is the least upper bound. At $E=1.5E_c$ it equals $\sqrt3\,x_0=1.732\,x_0$, which is also the largest value found by tracking.

Boundedness alone does not keep an ion inside a channel of finite width. For this starting condition, it is sufficient that $A$ be smaller than the displacement at which the harmonic channel ends. This is not always necessary: at $E=2E_c$, where $\mu=\pi/2$, the phases skip the maximum of the cosine, and $|x_n|=x_0$ at every lens although $A=\sqrt2\,x_0$. As $E$ falls to $E_c$, $A$ diverges. Far above threshold, $A$ tends to $x_0$.

In that high-energy limit $\mu\simeq2\sqrt{E_c/E}=d\sqrt{K/(2E)}$. The wavelength of the transverse oscillation becomes

$$\lambda=\frac{2\pi d}\mu\simeq2\pi\sqrt{\frac{2E}K},$$

which is the result for the uniform channel. The spacing has dropped out.

### (e) Boron in silicon at 10 keV

The threshold is

$$E_c=\frac{(1000\ \text{eV/nm}^2)(0.19\ \text{nm})^2}{8}
=\frac{36.1\ \text{eV}}8=4.5\ \text{eV}.$$

The ion energy exceeds it by a factor of about 2200. The other quantities are

$$s=\frac{36.1}{20000}=0.0018,\qquad
f=\frac{20000}{190}\ \text{nm}=105\ \text{nm},\qquad
\mu=0.0425\ \text{rad}.$$

The focal length is hundreds of spacings, and one oscillation covers about $2\pi/0.0425=148$ lenses. Its wavelength is 28.1 nm, both from the lenses and from the continuous formula. In this model the periodic lensing does not expel the ion.

**Comparison with the real channel.** A silicon $\langle110\rangle$ string has a period of 0.384 nm, if the lattice parameter is taken as 0.543 nm, the input used in the program. The strings around the channel form two sets, shifted along $z$ by half a period. Inversion through the channel centre exchanges the sets, so both focus equally, and the lens spacing is 0.192 nm. Their alternating sideways forces displace a 10 keV ion by only about $7\times10^{-6}$ nm. Summing universal screened (ZBL) pair potentials over a static lattice gives stiffnesses of about 1210 and 710 eV/nm² in two perpendicular transverse directions, so the model value lies between them. These values depend strongly on the screening function: Molière screening gives stiffnesses 2.1 times as large with the Firsov screening length and 2.8 times as large with the Lindhard length. Other choices give factors from about 1 (Firsov length reduced by 20%) to about 4 (Thomas–Fermi length of silicon alone). The threshold rises in proportion to $K$ and remains far below 10 keV. Both sums leave out chemical bonding and thermal motion. At 0.05 nm from the axis, the ZBL potential rise exceeds the harmonic one by 15% and 18% in these directions.

The assumption of constant energy is also only approximate. The Lindhard–Scharff estimate of electronic stopping, which does not distinguish a channel from a random path, is 65 eV/nm at 10 keV. Over one wavelength this is about 1.8 keV, or 18% of $E$. Since $\lambda\propto\sqrt E$ at fixed $K$, such a loss lowers the local wavelength by about 10% by the end of that distance, and the first full oscillation is 4 to 5% shorter. The conclusion about stability survives: at 1 keV the ion would still be about 220 times above threshold.

Thermal motion makes the lenses irregular. Suppose that each lens moves sideways as a whole, independently of the others, with a rough rms displacement $\delta=0.0075$ nm. The random kick has rms size $Kd\delta/(2E)$. Transverse kinetic energy is $\tfrac12Mv^2\theta^2=E\theta^2$, and the cross term averages to zero, so the mean gain per lens is

$$E\left(\frac{Kd\delta}{2E}\right)^2=\frac{(Kd\delta)^2}{4E}\approx5\times10^{-5}\ \text{eV}.$$

At fixed $E$ this amounts to 0.27 eV/µm, or 0.027 eV in 100 nm. Electronic stopping slows the ion and so strengthens the kicks, but with the loss estimated above they still add only about 0.04 eV over the first 100 nm. For comparison, the harmonic energy at 0.05 nm is 1.25 eV. The rigid-lens rate applies near the axis only. If the atoms of the ZBL lattice vibrate independently with the same rms displacement, the rate on the axis is similar, 0.2 to 0.3 eV/µm. At 0.05 nm from the axis it rises to 1.4 to 1.8 eV/µm in the direction of the displacement, which at fixed $E$ is still under 0.2 eV in 100 nm. These estimates do not include defects, scattering by electrons or close collisions with atoms. The transverse energy quantum, $\hbar\sqrt{K/M}=0.06$ eV, is also small beside 1.25 eV, which supports the classical treatment at that amplitude.

The value of 4.5 eV should not be read as a predicted dechannelling energy. At threshold the kick is $4x/d$, already 0.21 rad for $x=0.01$ nm, so the small-angle model needs $x\ll d/4$. At a few eV, moreover, chemical forces neglected by the screened pair potential matter.

## Variation 1: growth below threshold

**Question.** By what factor does a general trajectory eventually grow per lens when $E<E_c$?

**Solution.** Now $\tau=2-4E_c/E<-2$, so both eigenvalues are negative. Write them as $-e^{\eta}$ and $-e^{-\eta}$ with $\eta>0$. Their sum gives

$$-2\cosh\eta=2-\frac{4E_c}E
\quad\Longrightarrow\quad
\cosh\eta+1=\frac{2E_c}E .$$

Since $\cosh\eta+1=2\cosh^2(\eta/2)$,

$$\cosh\frac\eta2=\sqrt{\frac{E_c}E}.$$

Once the growing eigenvector dominates, the displacement changes sign from each lens to the next and its magnitude grows by the factor $e^\eta$ per lens. At $E=0.9E_c$ the factor is 1.925, and tracking gives the same value. An energy only 10% below threshold thus nearly doubles the amplitude at each lens, for as long as the linear model holds.

## Variation 2: a force that is not lumped into points

**Question.** Let the stiffness vary smoothly, $K(z)=K[1+\varepsilon\cos(2\pi z/d)]$ with $0<\varepsilon\ll1$. What is the highest unstable energy, to first order in $\varepsilon$?

**Solution.** For $\varepsilon=0$ the trace over one spacing is $2\cos\!\big(d\sqrt{K/(2E)}\big)$. A weak modulation can push it outside $[-2,2]$ only near energies where it already equals $\pm2$. Coming down from high energy, the first such point is a phase advance of $\pi$.

At an edge of the unstable band the trace is $-2$, and there is a solution that changes sign over each spacing. To leading order it is $\cos qz$ or $\sin qz$, with $q=\pi/d$. For the cosine,

$$\cos2qz\,\cos qz=\tfrac12\cos qz+\tfrac12\cos3qz.$$

The $3q$ term changes the edge only at second order. Matching the coefficients of $\cos qz$ in $x''=-K(z)x/(2E)$ gives

$$q^2=\frac K{2E}\left(1+\frac\varepsilon2\right)
\quad\Longrightarrow\quad
E_+=\frac{Kd^2}{2\pi^2}\left(1+\frac\varepsilon2\right).$$

The sine gives the lower edge, with $1-\varepsilon/2$. At $\varepsilon=0$ the trace touches $-2$ from above, at a double root. The modulation splits this into two simple roots, and between them the trace lies below $-2$. Hence $E_+$ is the highest unstable energy.

As an illustration, take the stiffness on the axis in the stiffer direction of the silicon channel, and ignore the alternating sideways forces. The lattice sum gives $\varepsilon=0.144$. With its stiffness of 1206 eV/nm² and spacing of 0.192 nm, $Kd^2=44.5$ eV, and

$$E_+=\frac{44.5\ \text{eV}}{19.74}\times1.072=2.4\ \text{eV}.$$

Using the full calculated variation of the stiffness also gives 2.4 eV. Point lenses with the same mean stiffness and spacing give 5.6 eV. A train of point lenses has a first-harmonic amplitude of 2 relative to its mean, against 0.144 here. For this axial stiffness, lumping the force into points raises the highest unstable energy by a factor of about 2.3. The values behind these comparisons are listed in the numerical output.

Neither energy is a threshold of the silicon channel itself. The sideways forces, negligible at 10 keV, displace the ion by about 0.02 nm at 6 eV in the same static lattice. The potential on the axis also varies by about 0.3 eV along $z$, which is not small beside 2.4 eV. At a few eV, therefore, the ion neither follows the axis nor keeps a constant longitudinal energy, although this calculation assumes both.

## Numbers as computed

```
Model stiffness K = 1000 eV/nm^2
Model lens spacing d = 0.19 nm
Ion energy E = 10 keV; ion mass = 11 u
Threshold K d^2/8 = 4.5125 eV
Threshold from tracked trajectories = 4.5125 eV
Gaussian lens width / spacing in trace test = 0.001
E/E_c = 0.7: trace from Newton -3.6959, thin lens -3.7143
E/E_c = 1.1: trace from Newton -1.6289, thin lens -1.6364
E/E_c = 4.0: trace from Newton 1.0006, thin lens 1.0000
At E_c: lens displacement/x0 after 200 cells = 401.0
At 0.9 E_c: growth per lens, tracked = 1.9250
At 0.9 E_c: growth per lens, formula = 1.9250
At 1.5 E_c: peak/x0, tracked = 1.7321
At 1.5 E_c: peak/x0, formula = 1.7321
At 1.5 E_c: phase advance, tracked = 1.9107 rad
At 1.5 E_c: phase advance, formula = 1.9106 rad
Example: E/E_c = 2216
Example: s = K d^2/(2E) = 0.001805
Example: trace = 1.998195
Example: focal length = 105.26 nm
Example: phase advance per lens = 0.04249 rad
Example: wavelength, lenses = 28.097 nm
Example: wavelength, continuous = 28.099 nm
Kick at E_c for x = 0.01 nm = 0.211 rad
Silicon lattice parameter, rough input = 0.543 nm
String period = 0.3840 nm; lens spacing = 0.1920 nm
ZBL lattice sum: stiffness along [1-10] = 1205.9 eV/nm^2
ZBL lattice sum: stiffness along [001] = 714.0 eV/nm^2
Convergence shift of stiffness = 0.203 eV/nm^2
Relative focusing modulation, [1-10] = 0.144
Thin-lens threshold, ZBL stiffness [1-10] = 5.556 eV
Highest unstable energy, distributed force = 2.415 eV
Displacement for anharmonicity = 0.05 nm
Potential rise / harmonic rise, [1-10] = 1.146
Potential rise / harmonic rise, [001] = 1.178
Ripple from alternating side force = 7.06e-06 nm
Lindhard-Scharff electronic stopping = 65.0 eV/nm
Electronic loss per oscillation = 1826 eV
Loss per oscillation / E = 0.183
Rough thermal lens jitter, rms = 0.0075 nm
Transverse heating by jitter = 0.267 eV/um
Same heating from covariance tracking = 0.267 eV/um
Harmonic energy at 0.05 nm = 1.250 eV
Transverse energy quantum = 0.0616 eV
```
